# Does a fitted time offset repair thin dry-oxide Deal-Grove kinetics?

**Question**

I am modelling dry oxidation of silicon at fixed temperature and pressure. The Deal-Grove parameters $A$ and $B$ come from thick oxides, where the model works. For thin oxides the measured film is thicker than predicted, so I add a time offset $\tau$:

$$x^2+Ax=B(t+\tau).$$

With a suitable $\tau$ the curve joins the thick-oxide data. I concluded that the offset accounts for the fast initial growth, and that I may use the same curve for thin films. A colleague says that I need Massoud's additional rate term, which decays with thickness. If both descriptions give the same thickness later on, what is still wrong with mine? And could I cure it by fitting $A$ and $B$ as well?

**Answer**

Your offset can correct the later thickness, but it does not add the missing growth rate. The difference shows when the rate is viewed as a function of thickness instead of time.

**What the offset changes**

The Deal-Grove rate is

$$r_{\rm DG}(x)=\frac{B}{A+2x}.$$

Its reciprocal, $A/B+2x/B$, is the sum of a constant interface-reaction resistance and a diffusion resistance proportional to thickness. Separating variables in $dx/dt=r_{\rm DG}$ gives $(A+2x)\,dx=B\,dt$, and integration gives

$$F(x)\equiv\frac{x^2+Ax}{B}=t+\tau.$$

Thus $\tau$ is an integration constant. Differentiating this equation at fixed $\tau$ gives $(A+2x)\dot x/B=1$, which is the original rate without $\tau$. The offset slides the curve along the time axis; the slope at a given thickness stays the same.

There is a legitimate use for this constant. If a real oxide of thickness $x_0$ exists at $t=0$ and Deal-Grove growth holds from there on, then $\tau_0=F(x_0)$.

**The missing rate**

For comparison, take Massoud's thickness-dependent form with one decaying term:

$$\frac{dx}{dt}=r(x)=\frac{B}{A+2x}+Ce^{-x/L},\qquad x(0)=x_0,$$

with $A,B,C,L>0$ and $x_0\ge0$. This is an empirical rate law, used here as the reference; it does not identify an atomic mechanism. Massoud's fuller form has two such terms, and I keep one.

At equal thickness,

$$r(x)-r_{\rm DG}(x)=Ce^{-x/L}$$

for every $\tau$. To express this as a fraction, define the ratio of the excess rate to the Deal-Grove rate,

$$g(x)=\frac{Ce^{-x/L}}{r_{\rm DG}(x)}=\frac{C(A+2x)}{B}e^{-x/L}.$$

Then $r=r_{\rm DG}(1+g)$, and the fraction of the reference rate that Deal-Grove misses is $g/(1+g)$. It becomes negligible when $g\ll1$.

I use round model parameters, not a calibration to a particular wafer: $A=160$ nm, $B=160$ nm²/min, $C=2$ nm/min, $L=8$ nm and $x_0=1$ nm. Nanometres and minutes are the natural units here. At $x=10$ nm,

$$r_{\rm DG}=\frac{160}{180}=0.889,\qquad Ce^{-10/8}=0.573\quad\text{nm/min}.$$

The reference rate is their sum, 1.462 nm/min, so Deal-Grove misses $0.573/1.462=39\%$ of it. The missing fraction is 64% at 1 nm, 17% at 20 nm and 6% at 30 nm.

**Why the thick-oxide thickness can still be right**

Ask which offset would be needed at each moment to put the Deal-Grove curve on the reference thickness. It is

$$T(t)=F(x(t))-t.$$

Since $F'(x)=(A+2x)/B=1/r_{\rm DG}$,

$$\frac{dT}{dt}=\frac{r(x)}{r_{\rm DG}(x)}-1=g(x)>0.$$

The required offset therefore keeps rising. Dividing by $dx/dt=r_{\rm DG}(1+g)$ turns this into a derivative with respect to thickness:

$$\frac{dT}{dx}=\frac{A+2x}{B}\,\frac{g(x)}{1+g(x)}.$$

With $T=F(x_0)$ at the start,

$$T(x)=F(x_0)+\int_{x_0}^{x}\frac{A+2y}{B}\,\frac{g(y)}{1+g(y)}\,dy.$$

The exponential in $g$ makes the integral converge, so $T$ approaches a finite $\tau_\infty$. This is the sound part of your procedure: once the excess has died out, its accumulated effect on the thickness is a constant time shift.

In the example, $\tau_0=(1+160)/160=1.01$ min, while $\tau_\infty=11.36$ min. The other 10.36 min represent fast growth that has yet to happen at $t=0$.

A simple limit shows what sets this shift. If $L\ll A$ and $x_0\ll A$, and $CA/B$ is of moderate size, replace $A+2y$ by $A$ wherever the exponential matters. With $G=CA/B$,

$$\tau_\infty-\tau_0\simeq\frac AB\int_{x_0}^{\infty}\frac{Ge^{-y/L}}{1+Ge^{-y/L}}\,dy.$$

The derivative of $\ln(1+Ge^{-y/L})$ is $-1/L$ times the integrand, so

$$\tau_\infty-\tau_0\simeq\frac{LA}{B}\ln\!\left(1+\frac{CA}{B}e^{-x_0/L}\right).$$

Here this gives $8\ln(1+2e^{-1/8})=8.14$ min, which is 21% below the full integral. The sign follows from the approximation: replacing $A+2y$ by $A$ lowers both the prefactor and $g/(1+g)$. A numerical test confirmed that the error falls as $1/A$ when $A$ grows at fixed $A/B$.

**What the asymptotic offset does to thin films**

Setting $t=0$ in the shifted solution gives an apparent initial thickness

$$x_{\rm app}=\frac{-A+\sqrt{A^2+4B\tau_\infty}}{2}=10.7\ \text{nm},$$

although the film in the reference model starts at 1 nm. The 10.7 nm is a backward extrapolation of thick-oxide growth, not a film present on the wafer.

At any finite time $T<\tau_\infty$. Since $F$ increases with thickness, the shifted curve is then too thick. A thicker Deal-Grove film grows more slowly, so at equal time

$$r_{\rm DG}(x_{\rm DG})<r_{\rm DG}(x)<r(x).$$

The offset has made the equal-time rate error larger than the equal-thickness one. At $t=0$ the shifted curve grows at 0.88 nm/min and the reference at 2.75 nm/min. By 400 min both thicknesses are 188.7 nm.

**What a fit to thin-film data does**

Suppose instead that $\tau$ is fitted by least squares to thin-film thicknesses $x_i$, with $A$ and $B$ still fixed. At the minimum,

$$\sum_i\,[x_{\rm DG}(t_i)-x_i]\,\frac{\partial x_{\rm DG}(t_i)}{\partial\tau}=0.$$

Differentiating $F(x_{\rm DG})=t+\tau$ with respect to $\tau$ gives $\partial x_{\rm DG}/\partial\tau=r_{\rm DG}>0$. The residuals therefore cannot all have the same sign. For data that follow the reference law, the fitted curve must cross the reference curve.

It can cross only once. Subtracting $F(x_{\rm DG})=t+\tau$ from $F(x)=t+T$ and factoring the difference of squares gives

$$x-x_{\rm DG}=\frac{B(T-\tau)}{A+x+x_{\rm DG}}.$$

The denominator is positive and $T$ rises strictly, so the sign changes once, from too thick to too thin. At the crossing the thickness is right, and the slope is too low by the full $Ce^{-x/L}$.

Sixteen points between 0 and 30 min give $\tau=7.94$ min, with an rms thickness error of 2.4 nm. The crossing is at 8.8 min and 15.3 nm. The slopes there are 1.136 nm/min for the reference and 0.840 nm/min for the fit, so 26% of the reference rate is missing at the point where the thickness agrees perfectly.

Equal-time rates can mislead later on. After the crossing the fitted film is too thin, which raises its Deal-Grove rate and partly hides the missing term. The formula above also shows that the thickness deficit tends to zero as the films thicken, because $T-\tau$ stays bounded. A deficit that first grows and then shrinks requires the fitted curve eventually to grow faster than the reference. In the example this reversal occurs at 40.5 min, when the deficit is 2.1 nm. It does not mean that the rate law has been repaired: at equal thickness, Deal-Grove is still the slower one.

**The consequence for process times**

For a target thickness $x$, the shifted model predicts $t_{\rm DG}=F(x)-\tau$, while the reference takes $t=F(x)-T(x)$. Hence

$$t_{\rm DG}-t=T(x)-\tau.$$

For 5 nm, $F=(25+800)/160=5.16$ min. The asymptotic offset predicts $5.16-11.36=-6.2$ min, and the thin-film fit predicts $-2.78$ min. The reference needs $+1.71$ min. A negative answer means that the shifted curve already lies above the target at $t=0$. At 20 nm the fitted offset errs the other way, with 14.6 min against 13.3 min.

**Can refitting $A$ and $B$ cure it?**

It can improve a fit over a limited window, but it cannot reproduce this reference law. Every Deal-Grove law has a reciprocal rate linear in thickness. At 5, 15 and 25 nm the reference has reciprocal rates 0.50, 0.87 and 1.18 min/nm. The successive increases are 0.37 and 0.31 min/nm; for a straight line they would be equal.

To fit all three parameters, write the solution as

$$t=\frac{x^2}{B'}+\frac{A'}{B'}x-\tau'$$

and regress time on $x^2$, $x$ and a constant. The same sixteen points give $A'=23.5$ nm, $B'=62.7$ nm²/min and $\tau'=0.55$ min, with an rms time error of only 0.10 min. The rates also improve over most of the fitted range, though not at its thick end. At 5 nm the refitted value is $62.7/(23.5+10)=1.87$ nm/min, against 2.01 nm/min for the reference, a shortfall of 7% instead of 53%.

The price is the meaning of $B'$. The slope of the reciprocal rate in a Deal-Grove law is $2/B'$. Between 5 and 25 nm the reference has an average slope of $(1.18-0.50)/20=0.034$ min/nm², whereas the thick-oxide value is $2/160=0.0125$ min/nm². The reciprocal rate climbs steeply because the excess term is dying away, and the fit reads this as a larger diffusion resistance. Extrapolated to 400 min, it gives 147 nm instead of 189 nm, which is 22% too thin.

**How far the argument reaches**

If $C=0$, then $g=0$, $T$ stays at $\tau_0$, and your offset is fully justified. If $Ce^{-x/L}$ is replaced by another positive function $h(x)$, including a sum of two exponentials, the missing rate at equal thickness is $h(x)$. If $h$ decreases with thickness, a finite $\tau_\infty$ requires it to fall fast enough for the integral of $(A+2x)^2h(x)$ to converge at large $x$. If the rate also depends on the film's history, it is no longer a function of $x$ alone, and the comparison has to include that history.

For your own data, plot the measured $dx/dt$ against $x$, together with $B/(A+2x)$ using the thick-oxide parameters. A time shift drops out of this plot, so a remaining gap at small $x$ is a rate that no choice of $\tau$ can supply. The numerical output below gives the values for the example at further thicknesses and times.

## Computed values

```
A = 160 nm; B = 160 nm^2/min; B/A = 1.000 nm/min
C = 2.0 nm/min; L = 8.0 nm; x0 = 1.0 nm
offset of real initial oxide tau0 = 1.0063 min
asymptotic offset tau_inf = 11.3638 min
tau_inf - tau0: full = 10.3575 min
tau_inf - tau0: thin-film formula = 8.1363 min
fitted offset, 16 points 0-30 min = 7.9403 min
rms thickness error of this fit = 2.3903 nm
apparent x(0), tau_inf = 10.6543 nm
apparent x(0), tau_fit = 7.5811 nm
Equal thickness: x nm | DG, excess, full nm/min | missed %
  1.0 | 0.9877 1.7650 2.7526 | 64.12
  5.0 | 0.9412 1.0705 2.0117 | 53.21
 10.0 | 0.8889 0.5730 1.4619 | 39.20
 20.0 | 0.8000 0.1642 0.9642 | 17.03
 30.0 | 0.7273 0.0470 0.7743 | 6.07
Equal time: t min | x ref, fit, inf nm | rates same nm/min
    0 | 1.000 7.581 10.654 | 2.7526 0.9134 0.8825
    2 | 5.564 9.389 12.402 | 1.9326 0.8950 0.8658
    5 | 10.488 12.035 14.964 | 1.4232 0.8692 0.8424
   10 | 16.610 16.283 19.087 | 1.0789 0.8309 0.8074
   20 | 25.943 24.261 26.856 | 0.8332 0.7673 0.7487
   30 | 33.719 31.671 34.097 | 0.7330 0.7164 0.7012
  400 | 188.734 187.713 188.734 | 0.2977 0.2988 0.2977
crossing: t = 8.7965 min, x = 15.2779 nm
slopes there: ref 1.1359, fit 0.8396 nm/min
slope gap there = 0.2962 nm/min
fraction missed there = 26.08 %
rate error reverses at t = 40.512 min
largest later thickness deficit = 2.1193 nm
Time to target: x nm | ref, DG tau_fit, DG tau_inf min
  5.0 | 1.7140 -2.7840 -6.2075
 10.0 | 4.6619 2.6847 -0.7388
 20.0 | 13.3329 14.5597 11.1362
Reciprocal rate: x nm | ref, DG min/nm
  5.0 | 0.4971 1.0625
 15.0 | 0.8705 1.1875
 25.0 | 1.1768 1.3125
second difference of reference = -0.0671 min/nm
free refit: A = 23.464 nm, B = 62.739 nm^2/min
free refit: tau = 0.5484 min
free refit: rms time error = 0.1001 min
free refit: x at 400 min = 147.226 nm
```
